# Why a tailored bias waveform needs a small reset fraction

**Question.** A wafer with an insulating layer is etched by positive ions. Its bias waveform holds the surface at a large negative voltage for most of each period, then makes a short positive excursion, the reset. Why must the reset occupy a small fraction of the period if nearly all ions are to arrive in one narrow energy peak?

**Answer.**

## The supply of ions does not wait

The plasma delivers ions to the sheath, the electron-poor layer in front of the wafer, at a rate set by its density and electron temperature. The bias decides how much energy each ion gains in the sheath. It does not, in the model used here, decide how many ions come. During the reset the accelerating voltage is almost gone, but ions keep entering. They either reach the wafer with little energy or collect in front of it, where many are caught part of the way across when the voltage returns. Time spent in reset is therefore paid for in ions.

The reset cannot be omitted. Ions leave positive charge on the insulator, and a direct current cannot pass through it. Electrons must cancel the charge, and they reach the surface in sufficient number only when the retarding voltage is small.

To make this quantitative, take one dimension, singly charged ions without collisions or thermal spread, and Boltzmann electrons. The algebra is in atomic units: the electron mass, the elementary charge and $\hbar$ are one, and so is $4\pi\varepsilon_0$. The symbols are:

- $M$, the ion mass, and $\theta$, the electron temperature as an energy;
- $n$ and $u$, the ion density and speed where ions enter the sheath region, both held constant, so that the supply is $\Gamma=nu$;
- $V$, the plasma potential minus the surface potential, equal to $V_h$ in the hold and $V_l$ in the reset;
- $T$, the period, $t_r$, the reset time, and $D=t_r/T$, the duty of the reset.

## What energy does an ion get?

Let $\phi(x,t)$ be the potential, zero in the plasma and $-V$ at the wafer. For $H=Mv^2/2+\phi$, differentiation along the ion's path gives

$$\frac{dH}{dt}=v\,M\frac{dv}{dt}+v\frac{\partial\phi}{\partial x}+\frac{\partial\phi}{\partial t}=\frac{\partial\phi}{\partial t},$$

because $M\,dv/dt=-\partial\phi/\partial x$ cancels the first two terms. If the potential is steady during the whole crossing, $H$ keeps its entry value $Mu^2/2$. At the wafer $\phi=-V$, so the arrival energies in a settled hold and a settled reset are

$$E_h=V_h+\tfrac12Mu^2,\qquad E_l=V_l+\tfrac12Mu^2 .$$

An ion whose crossing overlaps a switch belongs to neither case and can land between them. How many such ions there are depends on the sheath's structure.

Write $\psi=-\phi$. In a steady sheath, energy conservation gives $v=\sqrt{u^2+2\psi/M}$, and flux conservation gives the ion density $nu/v$. Poisson's equation becomes

$$\psi''=4\pi n\left[\left(1+\frac{2\psi}{Mu^2}\right)^{-1/2}-e^{-\psi/\theta}\right].$$

Multiply by $\psi'$ and integrate from the plasma, where $\psi=\psi'=0$:

$$\frac{(\psi')^2}{8\pi}=nMu^2\left[\sqrt{1+\frac{2\psi}{Mu^2}}-1\right]+n\theta\left(e^{-\psi/\theta}-1\right).$$

For small $\psi$ the linear terms cancel, leaving $\tfrac12n\psi^2[1/\theta-1/(Mu^2)]$. This must not be negative, so $u\ge\sqrt{\theta/M}$, the Bohm criterion. The example takes $u$ 5% above this limit.

Since $dx=d\psi/\psi'$ when distance is measured towards the wafer, three useful quantities follow by quadrature:

$$s=\int_{\theta}^{V_h}\frac{d\psi}{\psi'},\qquad
\tau=\int_{\theta}^{V_h}\frac{d\psi}{v\,\psi'},\qquad
\delta=\int_0^{V_h}\left(\frac1u-\frac1v\right)\frac{d\psi}{\psi'} .$$

Here $s$ is the hold-sheath thickness, with its edge placed where the potential has dropped by $\theta$, and $\tau$ is the ion transit time across it. The third is less familiar. Fast ions are thinly spread, so the hold sheath contains fewer ions than the same length of entering plasma. The shortage per unit area is $\Gamma\delta$.

## Counting the ions that miss the peak

Place an imaginary plane in the plasma beyond the hold-sheath edge. Let $N_h$ be the number of ions per unit area between plane and wafer in the settled hold, and $N_e$ the number at the end of the reset. During the reset $\Gamma t_r$ ions cross the plane. The number reaching the wafer is therefore

$$A_r=\Gamma t_r-(N_e-N_h).$$

The reset sheath is thinner and its ions slower, so the region fills up and $N_e>N_h$. If the density nowhere exceeds its entry value, the gain is at most the original shortage $\Gamma\delta$. Hence

$$\Gamma(t_r-\delta)\le A_r\le\Gamma t_r .$$

The ions that filled the region have not escaped the penalty. When the hold returns, many are already part of the way to the wafer and fall through only part of the voltage. Others are overtaken by a sheath that is still growing, for which $\partial\phi/\partial t<0$ and $H$ falls. Let $N_x$ be the number that arrive after the reset but outside the peak, less the few that arrive just after its start with nearly full energy. The total number lost from the peak in one period is

$$A_r+N_x=\Gamma(t_r+b),\qquad b=\frac{N_x-(N_e-N_h)}{\Gamma}.$$

If the hold is long enough for the sheath to settle again, each period delivers $\Gamma T$ ions. The share outside the peak is thus

$$\boxed{\,f=\frac{t_r+b}{T}=D+\frac bT\,}$$

Once the region has refilled, a longer reset changes neither $N_e$ nor $N_x$ if $V_l$ is fixed. Then $b$ is a constant edge correction, while the main term grows one for one with reset time. A wanted loss $f_*$ requires $D=f_*-b/T$. When $T$ is much longer than the sheath times, a small loss means a small duty.

The steady supply is essential. Suppose it fell to a fraction $r$ of its hold value during the reset. With edge effects ignored, the lost share would be $rD/(1-D+rD)$. A large duty would then be harmless only if $r$ were close to zero, that is, if the ion source were nearly off during the reset.

## How short may the reset be?

Electrons set a lower limit. With electron mass one, the flux of a Maxwellian able to overcome the retarding voltage $V_l$ is

$$\Gamma_e=n\int_{\sqrt{2V_l}}^{\infty}\frac{v\,e^{-v^2/(2\theta)}}{\sqrt{2\pi\theta}}\,dv
=n\sqrt{\frac{\theta}{2\pi}}\;e^{-V_l/\theta}.$$

Electron arrival during the hold is negligible because $V_h\gg\theta$. Over a period the charges must balance, $nuT=\Gamma_eDT$. Solving for $V_l$,

$$V_l=\theta\ln\frac{D}{D_{\min}},\qquad D_{\min}=u\sqrt{\frac{2\pi}{\theta}} .$$

For $D<D_{\min}$ even the full electron flux cannot remove the ion charge. The formula is an estimate near this limit, since a surface that absorbs most of the electrons reaching it distorts their Maxwellian distribution.

A small duty alone does not make the peak narrow. During the hold, ion charge raises the surface potential at the rate $\Gamma/C$, where $C$ is the layer's capacitance per area. With a flat applied voltage, $V$ would fall by

$$\Delta V=\frac{\Gamma(1-D)T}{C}.$$

An applied ramp of slope $-\Gamma/C$ cancels this drift while ions reach the surface at the steady rate $\Gamma$. That is the tailored part of the hold.

## A worked case

Take ions of mass 40 u, $\theta=3$ eV, an entry density of $3\times10^{10}$ cm⁻³, $V_h=200$ V and $T=10$ µs. The layer is 0.10 mm of ceramic with relative permittivity 10. The entry energy is $\tfrac12(1.05)^2\theta=1.65$ eV, so

$$E_h=200+1.65=201.65\ \text{eV}.$$

An ion counts as being in the peak if its energy is within 5% of this value.

Quadrature gives $s=1.65$ mm ($1.65\times10^7$ angstrom), $\tau=118$ ns and $\delta=501$ ns. Drifting the distance $s$ at the entry speed would take 583 ns. All these times are well below the period.

To find $b$, ion motion and Poisson's equation were solved together. The sheath voltage was switched from a settled hold to $V_l$ and back, and arriving ions were counted until the peak had recovered. The counting formula was not used in the motion. In the settled hold this calculation gave $\delta=498$ ns, within 1% of the quadrature.

| $D$ | $t_r$ (ns) | lost time $t_r+b$ (ns) | in peak (%) |
|---|---|---|---|
| 0.05 | 500 | 554 | 94.5 |
| 0.10 | 1000 | 1053 | 89.5 |
| 0.20 | 2001 | 2045 | 79.5 |
| 0.40 | 3999 | 4036 | 59.6 |

The period and $V_h$ are the same in every row, while $V_l$ follows from charge balance. Between $D=0.10$ and $0.40$ the lost time grows by 0.995 ns per ns of reset, close to the predicted one. The remaining edge correction falls from 54 to 37 ns down the table. Slow refilling is the main cause: with $V_l$ held at 6.98 V for every reset length, $b$ falls by nearly the same amount.

At $D=0.10$ the correction is 52 ns, so

$$f=\frac{1000+52}{10\,000}=0.105 .$$

For 90% of ions in the peak, the same $b$ gives $D=0.10-0.0052=0.095$. This value depends on what counts as the peak. At $D=0.10$, $b$ is about 260 ns for a 2% window and about −70 ns for a 10% window, which would move the allowed duty to roughly 0.074 or 0.107. It depends more weakly on the assumed entry speed: with $u$ 30% above the Bohm limit, $b$ for the 5% window is about 70 ns and the duty 0.093.

The smallness of $b$ for the 5% window does not mean that few ions are caught by the switches. At $D=0.10$, 6.1% of all ions arrive below one tenth of the peak energy, and another 4.4% are outside the peak but above that level. In time units these are 609 and 444 ns. Fewer ions than $\Gamma t_r$ arrive at low energy, because some refill the sheath region and others were already fast when the reset began. After the reset, the ions that miss the peak slightly outnumber those that were stored, so the total lost ends a little above $\Gamma t_r$.

The reset voltage at this duty follows from $D_{\min}=0.00975$:

$$V_l=3\ln\frac{0.10}{0.00975}=6.98\ \text{V},$$

and the settled low energy would be $6.98+1.65=8.6$ eV. The median in the last quarter of the reset is 9.3 eV, so this reset has not fully settled. At $D=0.40$, where there is more time, the median is 12.9 eV and the formula gives 12.8 eV.

The low-energy ions also arrive less perpendicularly. If the ions have a small temperature $T_i$, one transverse velocity component is typically $\sqrt{T_i/M}$, while the normal speed is $\sqrt{2E/M}$. Thus $\tan\alpha=\sqrt{T_i/(2E)}$. For a rough $T_i=0.05$ eV, the angle is 0.64° in the main peak and 3.1° at 8.6 eV.

## What the ramp and the lower limit do

The ion current density is 1.36 mA/cm², and the required hold ramp is $-15.3$ V/µs. With a flat hold lasting 9 µs, the drift is $15.33\times9=138$ V. A separate calculation of the surface charge, with a constant ion current, at $D=0.10$ and with the same voltage jumps, gave a sheath voltage falling from 207 to 69 V during a flat hold. With the ramp it stayed at 200 V. In the flat case, and in the starved case below, the reset jump briefly puts the surface far above the plasma potential. A real plasma would then raise its own potential, so these two runs show the size of the drift and the direction of the failure, not a realistic waveform. In the ramped run at $D=0.10$ the applied voltage also rose during the reset, to keep $V_l$ constant.

The constant ion current leaves out one small effect. Ions stored in front of the wafer during the reset arrive as a surplus early in the hold. At $D=0.10$ the surplus equals about 320 ns of supply, so it lowers the sheath voltage by a further $15.3\times0.32=4.9$ V, which the straight ramp does not cancel. If the hold settles at 200 V, it therefore starts near 205 V. Including this in the ion motion changes the share in the 5% peak only from 89.5% to 89.8%.

The constant-current surface-charge calculation was also run, with the ramp, at half of $D_{\min}$, starting from a 200 V hold and using 200 V jumps. The hold voltage fell by 77 V per period and had collapsed by the third. From the fourth period on, each hold began at −51 V and ended at 26 V, a level set by electrons arriving during the hold itself. The useful range therefore has two ends: the reset must be long enough for electrons to discharge the surface, yet short enough to cost few ions.

## When the rule fails

The argument assumes that ions feel the hold and reset separately. If $T\ll\tau$, an ion crosses the sheath during many periods and its velocity responds mainly to the mean field. Its energy is then approximately

$$E\approx\tfrac12Mu^2+DV_l+(1-D)V_h .$$

The energies form one narrow band, rather than separate high and low groups, even when the duty is large. For a 90.5 MHz square wave with $D=0.50$, the particle calculation gave a mean energy of 107.7 eV, against 107.6 eV from this formula. The rms width was about 3% of the mean (3.4% in this run, 3.2% with a finer time step and grid). The band is narrow and nearly flat-topped, but it lies near half the hold voltage. Here the model's instantaneous electrons are strained: they need about 1.4 ns to cross the hold sheath, a quarter of each 5.5 ns reset.

Between the two limits the sheath does not settle within a period, and neither simple formula should be trusted. The formula for $f$ also does not cover a reset much shorter than the refilling time; the shortest reset used to test it was 500 ns.

## Beside a real reactor

The parameters are round values in the rough regime of a low-pressure inductively coupled etcher with argon-like ions. Clamping ceramics can be thicker than 0.10 mm, and the required ramp grows in proportion to thickness. The field scale in this layer is 0.034 MV/cm. The sheath capacitance is neglected in the ramp formula. Estimated from the thickness $s$ of the hold sheath, it is 0.6% of the ceramic's. The thin reset sheath has a larger differential capacitance, about 4.5%. Secondary electrons with a rough yield of 0.1 per ion would raise $D_{\min}$ from 0.0098 to 0.0107.

Real ions also collide. At 2 mTorr and 300 K, with a rough cross section of $4\times10^{-15}$ cm², about 4% would collide in the sheath. If every such ion left the peak, the share at $D=0.10$ would fall from 89.5% to about 86%. A real bias can also disturb the plasma density and thus the ion supply, and its voltage edges take finite time. These effects are not included, so the duty of 0.095 is a design value for this model and a 5% window, not a guarantee for a reactor. The numerical output below gives the remaining values.

## Computed values

```
ion mass: 40.0 u
electron temperature: 3.0 eV
entry density: 3.0e+10 cm^-3
entry speed / Bohm speed: 1.05
hold sheath voltage: 200.0 V; period: 10.0 us
ceramic: 0.10 mm, relative permittivity 10.0
Bohm speed: 2.690 km/s; Debye length: 0.0743 mm
ion current: 1.358 mA/cm^2
full peak energy: 201.65 eV; half-window: 5.0 %
sheath thickness (to 1 theta drop): 1.645 mm = 1.645e+07 angstrom
ion transit through this sheath: 118.1 ns
entry-speed drift time over it: 582.5 ns
missing-ion time, quadrature: 500.6 ns
missing-ion time, particles: 497.6 ns
duty 0.05: reset 500.2 ns, lost 554.4 ns, b 54.2 ns
  shares: peak 94.46 %, below 0.1 peak 1.97 %, other 3.58 %
  reset voltage 4.91 V; late-reset median energy 8.62 eV
duty 0.10: reset 1000.4 ns, lost 1052.5 ns, b 52.2 ns
  shares: peak 89.47 %, below 0.1 peak 6.09 %, other 4.44 %
  reset voltage 6.98 V; late-reset median energy 9.26 eV
duty 0.20: reset 2000.8 ns, lost 2045.3 ns, b 44.6 ns
  shares: peak 79.55 %, below 0.1 peak 15.49 %, other 4.96 %
  reset voltage 9.06 V; late-reset median energy 10.90 eV
duty 0.40: reset 3998.8 ns, lost 4035.7 ns, b 37.0 ns
  shares: peak 59.64 %, below 0.1 peak 35.11 %, other 5.24 %
  reset voltage 11.14 V; late-reset median energy 12.86 eV
lost-time slope, duty 0.10 to 0.40: 0.9949
largest duty for 90 % peak, using b at 0.10: 0.0948
minimum duty for charge balance: 0.00975
settled low energy at duty 0.10, formula: 8.64 eV
settled low energy at duty 0.40, formula: 12.80 eV
required hold ramp: -15.333 V/us
ramped hold, start and end: 200.00, 200.00 V
flat hold, start and end: 206.88, 68.88 V
flat-hold droop, formula: 138.00 V
hold voltage at half minimum duty: 25.67 V
fast square wave: duty 0.50, frequency 90.5 MHz
fast mean energy: 107.66 eV; from mean voltage: 107.56 eV
fast rms width / mean: 3.42 %
gas: 2.0 mTorr, 300 K; rough cross section 4.0e-15 cm^2
ions colliding in sheath: 4.15 %
sheath / ceramic capacitance: 0.61 %
electron sheath-crossing time: 1.42 ns
rough secondary yield: 0.10; minimum duty with it: 0.01072
ceramic field scale: 0.0338 MV/cm
rough ion temperature: 0.05 eV
thermal angle, peak and low ions: 0.64, 3.08 degrees
```
